# Transmission ellipsometric psi of a glass plate at 60 degrees

## The question

A parallel glass plate of refractive index $n=1.5$ stands in air, whose index is taken as 1. A collimated beam meets it at $60^\circ$ to the surface normal. Transmission ellipsometry compares the two polarizations of the light that emerges through the ratio

$$
\rho=\frac{E_p^{\rm out}/E_p^{\rm in}}{E_s^{\rm out}/E_s^{\rm in}}=\tan\psi\,e^{i\Delta}.
$$

Here $s$ denotes an electric field normal to the plane of incidence, and $p$ a field lying in that plane. The glass is isotropic, lossless and non-magnetic, and its faces are flat and sharp. In parts (a) to (d) only the light that crosses the plate once is collected.

(a) Find the transmitted amplitudes $t_s$ and $t_p$ of a single interface from the continuity of the fields.

(b) Show that $t_p/t_s=1/\cos(\phi_i-\phi_t)$, where $\phi_i$ and $\phi_t$ are the angles of incidence and refraction.

(c) Calculate $\psi$ and $\Delta$ for the plate.

(d) Light polarized at $45^\circ$ between $s$ and $p$ enters the plate. Describe what leaves it. How does $\psi$ behave near normal incidence, at the Brewster angle and at grazing incidence?

(e) The plate is 5 mm thick and the beam is 1 mm in diameter. Is it justified to neglect multiple reflections? What would $\psi$ become if all the transmitted beams were collected together?

(f) Compare the model with a real window of crown-glass type, used with red light of photon energy 1.96 eV.

## Answer to (a)

**Conventions.** The interface is the plane $z=0$, the light travels towards positive $z$, and the plane of incidence is $xz$. Fields vary as $\exp(i\mathbf k\cdot\mathbf r-i\omega t)$. In atomic units the wave number in a medium of index $n$ is $k=n\omega/c$, and Faraday's law gives $\mathbf B=\mathbf k\times\mathbf E/\omega$.

For every wave the $s$ direction is $\hat{\mathbf y}$ and the $p$ direction is $\hat{\mathbf p}=\hat{\mathbf y}\times\mathbf k/k=(k_z,0,-k_x)/k$. The $x$ component of $\hat{\mathbf p}$ is therefore $\cos\phi_i$ for the incident wave, $-\cos\phi_i$ for the reflected wave, whose $k_z$ is negative, and $\cos\phi_t$ for the transmitted wave.

**Snell's law.** The boundary conditions must hold at every $x$, so all three waves share the same $k_x$:

$$
n_i\sin\phi_i=n_t\sin\phi_t .
$$

We assume that $\phi_t$ is real, which excludes total reflection. The tangential components of $\mathbf E$ are continuous. So are those of $\mathbf B$, because the media are non-magnetic and carry no surface current. An $s$ wave has tangential components $E_y$ and $B_x$, and a $p$ wave has $E_x$ and $B_y$. The four conditions thus split into two independent pairs, and neither polarization generates the other.

**The s wave.** Take unit incident amplitude, reflected amplitude $r_s$ and transmitted amplitude $t_s$. Since $\mathbf k\times\hat{\mathbf y}=-k\hat{\mathbf p}$, the magnetic field is $-(n/c)\hat{\mathbf p}$ times the electric amplitude. Continuity of $E_y$ and $B_x$ gives

$$
1+r_s=t_s,\qquad n_i\cos\phi_i\,(1-r_s)=n_t\cos\phi_t\,t_s .
$$

Inserting $r_s=t_s-1$ in the second equation gives $n_i\cos\phi_i(2-t_s)=n_t\cos\phi_t\,t_s$, so that

$$
t_s=\frac{2n_i\cos\phi_i}{n_i\cos\phi_i+n_t\cos\phi_t},\qquad
r_s=\frac{n_i\cos\phi_i-n_t\cos\phi_t}{n_i\cos\phi_i+n_t\cos\phi_t}.
$$

**The p wave.** Now $\mathbf k\times\hat{\mathbf p}=k\hat{\mathbf y}$, so $B_y$ is $n/c$ times the electric amplitude for all three waves. Continuity of $E_x$ and $B_y$ gives

$$
\cos\phi_i\,(1-r_p)=\cos\phi_t\,t_p,\qquad n_i(1+r_p)=n_t t_p .
$$

The second equation gives $r_p=n_tt_p/n_i-1$. Inserting this in the first and multiplying by $n_i$ gives $\cos\phi_i(2n_i-n_tt_p)=n_i\cos\phi_t\,t_p$, and hence

$$
t_p=\frac{2n_i\cos\phi_i}{n_t\cos\phi_i+n_i\cos\phi_t},\qquad
r_p=\frac{n_t\cos\phi_i-n_i\cos\phi_t}{n_t\cos\phi_i+n_i\cos\phi_t}.
$$

## Answer to (b)

The two transmitted amplitudes have the same numerator, so their ratio is the inverse ratio of the denominators:

$$
\frac{t_p}{t_s}=\frac{n_i\cos\phi_i+n_t\cos\phi_t}{n_t\cos\phi_i+n_i\cos\phi_t}.
$$

For oblique incidence, Snell's law can be written $n_i/\sin\phi_t=n_t/\sin\phi_i$. Calling this common value $K$, we have $n_i=K\sin\phi_t$ and $n_t=K\sin\phi_i$. The factor $K$ cancels:

$$
\frac{t_p}{t_s}=\frac{\sin\phi_t\cos\phi_i+\sin\phi_i\cos\phi_t}{\sin\phi_i\cos\phi_i+\sin\phi_t\cos\phi_t}.
$$

The numerator is $\sin(\phi_i+\phi_t)$. In the denominator we use the double-angle formula and then the sum of two sines:

$$
\sin\phi_i\cos\phi_i+\sin\phi_t\cos\phi_t
=\tfrac12(\sin2\phi_i+\sin2\phi_t)
=\sin(\phi_i+\phi_t)\cos(\phi_i-\phi_t).
$$

Both angles lie between $0$ and $90^\circ$, so $\sin(\phi_i+\phi_t)$ is not zero and may be cancelled:

$$
\boxed{\frac{t_p}{t_s}=\frac{1}{\cos(\phi_i-\phi_t)}}
$$

At normal incidence $K$ is undefined, but the ratio before substitution is $(n_i+n_t)/(n_t+n_i)=1$, which agrees with $1/\cos0$.

The angle $\phi_i-\phi_t$ is the angle through which the interface bends the ray. Without bending, the two polarizations are transmitted alike. With bending, $p$ has the larger amplitude. The ratio is real and positive, so a single interface introduces no phase difference between the transmitted components.

This result was tested against a direct numerical solution of the four continuity conditions. The index pairs $(n_i,n_t)$ were $(1,1.5)$, $(1.5,1)$, $(1,4)$, $(1.33,1.7)$ and $(2.4,1.2)$. Each was taken at five angles, from normal incidence to 97% of the largest allowed angle. The largest difference in the ratio was $1.3\times10^{-14}$.

## Answer to (c)

**From one interface to the plate.** At the exit face the light arrives at the internal angle $\phi_t$ and leaves at $\phi_i$, because the faces are parallel and there is air on both sides. The two angles have changed places. Since the cosine is even, $\cos(\phi_t-\phi_i)=\cos(\phi_i-\phi_t)$, and the exit face contributes the same factor as the entrance face. Between the faces, isotropic glass gives both polarizations the same phase, which cancels in $\rho$. Therefore

$$
\rho=\tan\psi\,e^{i\Delta}=\frac{1}{\cos^2(\phi_i-\phi_t)},\qquad \Delta=0 .
$$

**Numbers.** Snell's law gives

$$
\sin\phi_t=\frac{\sqrt3/2}{3/2}=\frac1{\sqrt3},\qquad
\cos\phi_t=\sqrt{\frac23},\qquad \phi_t=35.26^\circ .
$$

The ray is bent by $24.74^\circ$ at each face. The cosine of this angle follows from the difference formula:

$$
\cos(\phi_i-\phi_t)=\frac12\sqrt{\frac23}+\frac{\sqrt3}{2}\,\frac1{\sqrt3}
=\frac1{\sqrt6}+\frac12=0.9082 .
$$

Its square is $\frac16+\frac14+\frac1{\sqrt6}=(5+2\sqrt6)/12$. Inverting, and multiplying above and below by $5-2\sqrt6$, gives

$$
\tan\psi=\frac{12}{5+2\sqrt6}=\frac{12(5-2\sqrt6)}{25-24}=12(5-2\sqrt6)=1.2122 .
$$

$$
\boxed{\psi=50.5^\circ=0.881\ \text{rad},\qquad \Delta=0}
$$

**A check through the energy.** The separate amplitudes are 0.5798 and 1.4202 for $s$ at entrance and exit, and 0.6384 and 1.5637 for $p$. An exit amplitude above one does not violate energy conservation. The energy flux through the surface is proportional to $n\cos\phi\,|E|^2$, and $n\cos\phi$ is smaller in the air than in the glass. For $s$ at the exit face the transmitted fraction is

$$
\frac{\cos60^\circ}{1.5\cos35.26^\circ}(1.4202)^2=0.823 ,
$$

which is one minus the reflectance $R_s=r_s^2=0.1766$.

The incident and emerging beams are both in air at the same angle, so the plate's direct transmittance is simply the squared product of its two amplitudes. This gives 0.678 for $s$ and 0.996 for $p$. The square root of their ratio is 1.212, as required. The value of $\psi$ thus records the unequal reflection losses of the two polarizations. Neglecting multiple reflections does not mean neglecting these losses.

## Answer to (d)

**The emerging light.** Equal, in-phase $s$ and $p$ components enter. They leave with the amplitude ratio $E_p/E_s=\tan\psi$ and still in phase. The emerging light is therefore linearly polarized, with its azimuth at $\psi$ from the $s$ axis. It has turned by $50.48^\circ-45^\circ=5.48^\circ$ towards $p$. An analyzer extinguishes it when its transmitting axis is perpendicular to this azimuth. The turn is not optical activity: pure $s$ or pure $p$ light keeps its direction of polarization.

**Near normal incidence.** For small angles in radians, $\phi_t\simeq\phi_i/n$, and the bending angle is $\phi_i(1-1/n)$. Expanding the inverse squared cosine gives $\tan\psi\simeq1+\phi_i^2(1-1/n)^2$. The derivative of the arctangent at 1 is $\frac12$, so to leading order

$$
\psi\simeq\frac{\pi}{4}+\frac12\phi_i^2\left(1-\frac1n\right)^2 .
$$

The departure from $45^\circ$ is quadratic, and the measurement is insensitive to the index when the plate is nearly square to the beam.

**At the Brewster angle.** Here $\phi_i+\phi_t=90^\circ$ and $r_p=0$, yet $\psi$ has no extremum. Differentiating Snell's law with $n$ fixed gives

$$
\frac{d\phi_t}{d\phi_i}=\frac{\cos\phi_i}{n\cos\phi_t}<1 ,
$$

because $n>1$ and $\cos\phi_i\le\cos\phi_t$. The bending angle, and with it $\psi$, therefore grows steadily with $\phi_i$ through the Brewster angle.

**At grazing incidence.** As $\phi_i\to90^\circ$, $\cos(\phi_i-\phi_t)\to\sin\phi_t=1/n$, so $\tan\psi\to n^2$. For $n=1.5$ the limit is $\psi=66.0^\circ$. Both transmitted amplitudes at the entrance face vanish in this limit, so the large $\psi$ belongs to a vanishing signal.

## Answer to (e)

**Separation of the beams.** Light reflected at the exit face returns to the entrance face, is reflected again, and leaves as a second beam parallel to the first. The two exit points are $2d\tan\phi_t$ apart along the surface, where $d$ is the thickness. Measured perpendicular to the beams, the distance is

$$
2d\tan\phi_t\cos\phi_i=2(5\ \text{mm})\left(\frac1{\sqrt2}\right)\left(\frac12\right)=3.54\ \text{mm}.
$$

This exceeds the beam diameter of 1 mm, so the beams do not overlap and an aperture can select the first. With that aperture the neglect is justified. It would not be justified merely because the reflections are weak, as the following sums show.

The separation depends on the angle of incidence and tends to zero at both normal and grazing incidence. For this plate and beam it is less than 1 mm below about $8.7^\circ$ and above about $83.5^\circ$. The limits found in (d) for those regions describe the direct beam alone, which an aperture could not fully isolate there with this arrangement.

**The full series.** From the formulas in (a), interchanging the media changes the sign of $r_s$ and of $r_p$ but not their squares. Each extra round trip therefore multiplies the amplitude by $R e^{2i\beta}$, where $\beta=(n\omega d/c)\cos\phi_t$ is the phase of one crossing and $R$ is $R_s=0.1766$ or $R_p=0.0018$. The total transmitted amplitude of a wide beam is

$$
t_{\rm tot}=t_{\rm in}t_{\rm out}e^{i\beta}\sum_{m=0}^{\infty}\left(Re^{2i\beta}\right)^m
=\frac{t_{\rm in}t_{\rm out}e^{i\beta}}{1-Re^{2i\beta}} .
$$

The term $m=0$ is the direct beam. It can be recovered from the full solution by multiplying by $e^{-i\beta}$ and averaging over $\beta$ from 0 to $\pi$, because every later term then averages to zero. Applied to a numerical solution of the boundary conditions of the whole plate at 64 phases, this gives $\tan\psi=1.212246$, in agreement with (c).

**Incoherent collection.** If the separated beams of this plate all fall on one detector, their powers add. The same holds for overlapping beams whose relative phases average out, for instance over a sufficiently broad spectrum. In both cases each polarization acquires the factor $\sum_m R^{2m}=1/(1-R^2)$. Defining $\psi$ by the intensity ratio, we obtain

$$
\tan\psi_{\rm inc}=\frac{1}{\cos^2(\phi_i-\phi_t)}\sqrt{\frac{1-R_s^2}{1-R_p^2}}
=1.2122\times0.9843=1.193 ,
$$

or $\psi_{\rm inc}=50.03^\circ$, which is $0.45^\circ$ below the direct value. The later beams add mainly $s$ light, since $R_s$ is much larger than $R_p$.

The collected light is also no longer fully polarized. The beam of order $m$ has the amplitude ratio $\tan\psi\,(R_p/R_s)^m$, so different beams have different azimuths. For $45^\circ$ input the degree of polarization is 0.985.

**Coherent collection.** If the beams overlap and interfere, the ratio becomes

$$
\rho_{\rm coh}=\frac{1}{\cos^2(\phi_i-\phi_t)}\,
\frac{1-R_se^{2i\beta}}{1-R_pe^{2i\beta}} .
$$

The squared modulus of the last fraction is a ratio of two linear functions of $\cos2\beta$. Such a ratio is monotonic, so the extremes of $\psi$ lie at $e^{2i\beta}=\pm1$.

At $+1$, use $t_{\rm in}t_{\rm out}=1-R$, which follows for each polarization by multiplying the amplitudes in (a). Both polarizations are then transmitted with unit modulus, and $\psi=45^\circ$. At $-1$ the fraction is $(1+R_s)/(1+R_p)=1.174$, which gives $\tan\psi=1.424$ and $\psi=54.9^\circ$. Between these points $\Delta$ is in general not zero. Coherent overlap can thus move $\psi$ by about $5^\circ$ in either direction, depending on thickness and wavelength.

## Answer to (f)

The photon energy of 1.96 eV corresponds to a vacuum wavelength of 632.6 nm, or 6326 Å. With the index given, the direct-beam result does not depend on the wavelength. The index 1.5 is a round value. Crown glasses have indices near 1.5 that differ somewhat from one type to another. If the window had an index of 1.52 instead, $\psi$ would be higher by $0.24^\circ$ at the same angle of incidence. An error of $+0.1^\circ$ in that angle, at fixed index, raises $\psi$ by $0.027^\circ$.

Isotropy is also only approximate, because residual strain makes the glass slightly birefringent. Take 5 nm of retardation per centimetre of path as a rough value for annealed glass. The path is $5\ \text{mm}/\cos\phi_t=6.12$ mm, so the retardation is 3.06 nm, and the phase difference is $360^\circ\times3.06/632.6=1.74^\circ$. Strain can also convert $s$ light into $p$ light and the reverse, so $\rho$ now depends on the input polarization. We take light that enters polarized at $45^\circ$. When the strain axis is turned through all orientations across the beam, $\Delta$ departs from zero by up to $1.75^\circ$, while $\psi$ changes by at most $0.007^\circ$.

The difference has a simple origin. A weak retarder adds to a linearly polarized field a small component that is a quarter period out of phase with it. This alters the relative phase of $E_s$ and $E_p$ in first order in the retardance, but their magnitudes only in second order.

A surface layer much thinner than the wavelength acts in a similar way. As an example, a transparent layer on each face, with an assumed thickness of 2 nm and an assumed index of 1.33, changes $\Delta$ by $0.15^\circ$ and $\psi$ by $-0.0015^\circ$.

For this window, uncoated and with parallel faces, with the first beam isolated and an index known only to lie between 1.50 and 1.52, $\psi\approx50.5^\circ$ is therefore uncertain by a few tenths of a degree, mainly through the index. A crown glass of higher index shifts it further, by about $0.8^\circ$ at an index of 1.57. The estimate does not hold for a coated window: an antireflection layer of index 1.38 and thickness 100 nm on each face lowers $\psi$ by about $2^\circ$ and gives $\Delta\approx2.5^\circ$. A wedge of $0.5^\circ$ between the faces, in the plane of incidence, shifts $\psi$ by nearly $0.2^\circ$. For input polarized at $45^\circ$ and the strain assumed here, the value $\Delta=0$ should be trusted only to about two degrees. This margin grows with the strain, and it is also wider when the input polarization lies close to $s$ or to $p$. The remaining values are in the numerical output below.

## Table of computed values

```
interface cases tested: 25
largest error of the interface ratio: 1.3e-14
glass index: 1.50
angle of incidence: 60.00 deg
photon energy: 1.96 eV
vacuum wavelength: 632.6 nm
plate thickness: 5.0 mm
beam diameter: 1.0 mm
angle of refraction: 35.264 deg
phi_i - phi_t: 24.736 deg
cos(phi_i - phi_t): 0.908248
entrance t_s: 0.57980
entrance t_p: 0.63837
exit t_s: 1.42020
exit t_p: 1.56367
one-interface ratio, entrance: 1.101021
one-interface ratio, exit: 1.101021
tan(psi), formula: 1.212246
tan(psi), direct part of full solution: 1.212246
psi: 50.480 deg
psi in radians: 0.88105 rad
|Delta|: 0.000 deg
azimuth found by extinction: 50.480 deg
rotation from 45 deg towards p: 5.480 deg
grazing limit of psi: 66.04 deg
reflectance R_s of one face: 0.17657
reflectance R_p of one face: 0.00180
direct transmittance, s: 0.6780
direct transmittance, p: 0.9964
distance between successive beams: 3.54 mm
psi, all beams added incoherently: 50.034 deg
shift of psi, incoherent: -0.446 deg
degree of polarization, incoherent: 0.98507
lowest psi, all beams coherent: 45.00 deg
highest psi, all beams coherent: 54.92 deg
angle error assumed: 0.1 deg
shift of psi from angle error: 0.0268 deg
rough crown-glass index: 1.52
shift of psi from that index: 0.2431 deg
rough strain retardation: 5.0 nm/cm
strain retardance of the plate: 1.74 deg
largest strain shift of psi: 0.0072 deg
largest strain shift of Delta: 1.75 deg
surface layer thickness, each face: 2.0 nm
surface layer index: 1.33
surface layer shift of psi: -0.00145 deg
surface layer shift of Delta: 0.152 deg
```
